# Polar-phonon energy loss and the runaway field of one electron

**Setting.** An electron of mass \(m\) moves in an isotropic parabolic band, \(E=k^2/2m\), and emits longitudinal optical phonons of one fixed frequency \(\omega\). The lattice is at zero temperature, so there is nothing to absorb. Hartree atomic units (\(\hbar=e=m_e=1\)) are used in the derivations, so \(\omega\) is also the phonon energy. The electron has charge of magnitude one, \(F\) is the size of the electric force on it, and "along the field" means along that force.

In a crystal of volume \(V\) the unscreened Fröhlich matrix element for emission of a phonon of wave vector \(\mathbf q\) obeys

\[
|M_q|^2=\frac{2\pi\omega\Delta}{Vq^2},\qquad \Delta=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0},\qquad \alpha=\Delta\sqrt{\frac{m}{2\omega}} .
\]

Here \(\varepsilon_\infty\) and \(\varepsilon_0\) are the high-frequency and static dielectric constants. Take \(\alpha\ll1\) and use the golden rule. Write \(x=E/\omega\) and, for \(x\ge1\), \(u=\operatorname{arccosh}\sqrt x\).

## (a) Find the emission rate and the mean energy loss per unit path length

**Answer.** Let \(c\) be the cosine of the angle between \(\mathbf k\) and \(\mathbf q\). The final wave vector is \(\mathbf k-\mathbf q\), so the energy given up by the electron is \(kqc/m-q^2/2m\). Replacing the sum over \(\mathbf q\) by an integral,

\[
\Gamma=2\pi\frac{V}{(2\pi)^3}\int 2\pi q^2dq\int_{-1}^{1}dc\,\frac{2\pi\omega\Delta}{Vq^2}\,
\delta\!\left(\frac{kqc}{m}-\frac{q^2}{2m}-\omega\right).
\]

The constants combine to \(\omega\Delta\), because \((2\pi)^3\) cancels. The delta function contributes \(m/(kq)\) whenever its root lies in \(|c|\le1\):

\[
\Gamma=\frac{m\omega\Delta}{k}\int_{q_-}^{q_+}\frac{dq}{q},\qquad c=\frac{q^2+2m\omega}{2kq}.
\]

The condition \(c\le1\) is \(q^2-2kq+2m\omega\le0\), which gives

\[
q_\pm=k\pm\sqrt{k^2-2m\omega}=\sqrt{2m\omega}\,\bigl(\sqrt x\pm\sqrt{x-1}\bigr).
\]

Since \(\sqrt x=\cosh u\) and \(\sqrt{x-1}=\sinh u\), the two limits are \(\sqrt{2m\omega}\,e^{\pm u}\), and the integral is \(2u\). Now insert \(k=\sqrt{2m\omega x}\) and \(\Delta=\alpha\sqrt{2\omega/m}\):

\[
\Gamma=\frac{2m\omega\Delta\,u}{k}=\frac{2\alpha\omega\,u}{\sqrt x}\qquad(x>1).
\]

Each emission costs \(\omega\), so the mean power lost is \(\omega\Gamma\). In unit time the electron covers a path \(v=k/m=\sqrt{2\omega x/m}\). Hence

\[
S(x)=\frac{\omega\Gamma}{v}=S_0\frac{u}{x},\qquad S_0=\alpha\omega\sqrt{2m\omega}=m\omega\Delta ,
\]

and \(S=0\) for \(x<1\). The path is measured along the actual trajectory, whatever its direction.

## (b) Show that the loss has one maximum, locate it, and give both limits

**Answer.** With \(x=\cosh^2u\), the loss is \(S=S_0\,u/\cosh^2u\), and

\[
\frac{dS}{du}=S_0\,\frac{\cosh u-2u\sinh u}{\cosh^3u}.
\]

Because \(x\) increases with \(u\), a maximum in \(u\) is a maximum in energy. The derivative vanishes when

\[
2u\tanh u=1 .
\]

The left side rises steadily from zero without bound, so it passes through 1 once, and there \(dS/du\) changes from positive to negative. A numerical root search gives \(u_*=0.7717\). The condition also gives \(\tanh u_*=1/(2u_*)\), and \(1/\cosh^2u=1-\tanh^2u\), so

\[
x_*=\frac{4u_*^2}{4u_*^2-1}=1.7235,\qquad
\frac{S_{\max}}{S_0}=u_*-\frac1{4u_*}=0.4477 .
\]

The peak therefore lies near 1.72 phonon energies, independently of \(\alpha\), \(m\) and \(\omega\).

Just above the emission threshold \(\sinh u=\sqrt{x-1}\) is small, so \(u\simeq\sqrt{x-1}\) and \(S\simeq S_0\sqrt{x-1}\). Few final states are available there. Far above threshold \(\sqrt x\simeq e^u/2\), so \(u\simeq\tfrac12\ln(4x)\) and

\[
S\simeq S_0\frac{\ln(4x)}{2x}.
\]

There the emission rate itself falls as \(\ln(4x)/\sqrt x\), and a faster electron also spends less time on each unit of path. Just above the loss maximum only the second effect acts: the emission rate keeps rising until \(x\simeq3.28\).

## (c) An electron is held on a straight path along the field. What field makes its mean energy grow without limit from rest?

**Answer.** Replace the random losses by their mean. The energy after a path \(s\) then obeys

\[
\frac{dE}{ds}=F-S(E).
\]

If \(F>S_{\max}\), the right side is positive at every energy and the electron runs away. If \(0<F<S_{\max}\), the equation \(S(E)=F\) has two roots, one on each side of the peak. A small displacement \(\delta\) from a root obeys \(d\delta/ds=-S'(E)\,\delta\). The lower root, where \(S'>0\), is stable; the upper root, where \(S'<0\), is unstable. An electron starting from rest settles at the lower root. The runaway field of this mean equation is therefore

\[
F_r=S_{\max}=0.4477\,S_0 .
\]

For \(F=0.8F_r\), solving \(S=F\) numerically gives roots at \(x=1.19\) and \(x=3.42\). An electron injected above \(3.42\) phonon energies runs away at this field, although one starting from rest does not. As \(F\) approaches \(F_r\) from below, the two roots merge at \(x_*\).

Two assumptions enter: the electron is never deflected, and its losses are smooth. Parts (d) and (e) remove them in turn.

## (d) Find the mean momentum loss, and use it to estimate how deflection changes the runaway field

**Answer.** The component of \(\mathbf q\) along the motion is fixed by energy conservation:

\[
qc=\frac{q^2+2m\omega}{2k}=\frac1v\left(\omega+\frac{q^2}{2m}\right).
\]

Weighting this by the rate found in (a), the momentum lost per unit time along the instantaneous direction of motion is

\[
P=\frac{m\omega\Delta}{k}\int_{q_-}^{q_+}\frac{dq}{q}\,\frac1v\left(\omega+\frac{q^2}{2m}\right)
=S+\frac{\omega\Delta}{v^2}\,\frac{q_+^2-q_-^2}{4m}.
\]

The first term is \(\omega\Gamma/v=S\), and the second uses \(m/k=1/v\). Since \(q_++q_-=2k\) and \(q_+-q_-=2\sqrt{k^2-2m\omega}\), the difference of squares is \(4k\sqrt{k^2-2m\omega}\). With \(v=k/m\) the second term becomes \(m\omega\Delta\sqrt{k^2-2m\omega}/k\), so

\[
P=S_0\left[\frac ux+\sqrt{\frac{x-1}{x}}\right].
\]

Near threshold both terms equal \(S_0\sqrt{x-1}\) and \(P\simeq2S\). At high energy \(S\) falls to zero but \(P\) tends to \(S_0\): the electron keeps its energy more easily than its direction.

For an estimate, suppose that all electrons of an ensemble have the same speed \(v\) but various directions, with mean velocity \(v_d\) along the field. The mean momentum loss along the field is then \(P\,v_d/v\). Steady momentum and steady energy require

\[
F=P\frac{v_d}{v},\qquad Fv_d=vS .
\]

The second equation gives \(v_d/v=S/F\). Inserting this in the first gives

\[
F^2=PS .
\]

Since \(P>S\), more field is needed at each energy than on a straight path. Maximizing \(\sqrt{PS}\) numerically gives \(0.711\,S_0\) at \(x=2.04\), which is about 1.6 times \(F_r\). At that point \(v_d/v=\sqrt{S/P}=0.62\). With so strong a drift the field does not keep the electrons at one speed, so this is an estimate and not a second exact threshold.

## (e) Is the runaway field sharp for an electron that loses energy one phonon at a time?

**Answer.** No. On a straight path the chance of emission per unit length is \(S/\omega\), and between emissions \(dE=F\,ds\). The probability of climbing from the threshold energy \(\omega\) to the upper root \(E_u\) with no emission is

\[
p=\exp\!\left[-\frac1{\omega F}\int_\omega^{E_u}S(E)\,dE\right],
\]

which is greater than zero for any field with \(0<F<F_r\). A long free flight can therefore carry an electron over the barrier below \(F_r\).

Several shorter flights with emissions between them can do the same. How often electrons escape by either route can be found by following random trajectories. In each short time step the electron is accelerated, and it emits with the probability set by \(\Gamma\). With deflection included, \(q\) is drawn with probability proportional to \(1/q\) between \(q_-\) and \(q_+\), and the azimuth is random. Without deflection, the energy is lowered and the direction kept. The table gives the fraction of 3000 electrons, started from rest, that reach \(8.57\) phonon energies within a time \(60/(\alpha\omega)\).

| \(F/F_r\) | no deflection | with deflection |
|---|---|---|
| 0.5 | 0.015 | not run |
| 0.8 | 0.76 | 0.13 |
| 1.0 | 0.995 | 0.50 |
| 2.0 | not run | 1.00 |

At \(0.8F_r\) and at \(F_r\), for the same time allowed, deflection lowers the fraction strongly. The table counts first arrival at \(8.57\) phonon energies, which is not the same as escape. On a straight path at \(0.8F_r\) and above the two nearly coincide, but at \(0.5F_r\) the upper root is at \(x=7.4\), and about three in ten of those that arrive fall back. With deflection, \(\sqrt{PS}\) at \(x=8.57\) is still \(1.07F_r\). Of the deflected electrons that arrive, about 85% at \(0.8F_r\), 65% at \(F_r\) and 15% at \(2F_r\) drop below \(x_*\) again within a total time three times as long. Without deflection, three quarters of the electrons already escape at \(0.8F_r\) in the time allowed. For straight motion the field \(F_r\) thus marks the scale on which escape becomes fast; it does not divide electrons that escape from electrons that never do. The fractions depend on the time allowed, and sampling and the finite time step leave them uncertain by up to about 0.03.

## (f) Evaluate the fields for a lightly doped channel of a direct-gap III-V arsenide, and judge the model

Use the rough values \(m=0.07\), phonon energy 35 meV, \(\varepsilon_\infty=11\) and \(\varepsilon_0=13\).

**Answer.** Here \(\Delta=1/11-1/13=2/143\). One hartree is 27.21 eV, so \(m/2\omega=0.07\times27.21/(2\times0.035)=27.21\), and

\[
\alpha=\frac{2}{143}\sqrt{27.21}=0.073 .
\]

The coupling is weak, as assumed. The atomic unit of field is \(5.142\times10^6\) kV/cm, so

\[
\frac{S_0}{e}=\frac{2}{143}\times0.07\times\frac{0.035}{27.21}\times5.142\times10^6\ \text{kV/cm}=6.48\ \text{kV/cm},
\]

\[
F_r/e=0.4477\times6.48\ \text{kV/cm}=2.9\ \text{kV/cm}=2.9\times10^5\ \text{V/m}.
\]

The peak lies at \(1.7235\times35=60\) meV. There the speed is \(5.5\times10^7\) cm/s and the emission rate \(4.6\times10^{12}\) per second, so the mean free path is their ratio, about 120 nm. At \(F_r\) the electron gains \(2.9\times10^5\ \text{V/m}\times120\ \text{nm}\), or 35 meV, per free path: one phonon energy, as the balance requires. The estimate with deflection is \(0.711\times6.48=4.6\) kV/cm. The time allowed in (e) is 15.5 ps, and its target energy is 0.30 eV.

The omitted effects have the following sizes.

- **Temperature.** At 300 K the phonon number is \(n=0.35\). Emission is multiplied by \(1+n\). For absorption, \(q\) runs between \(\sqrt{k^2+2m\omega}\pm k\), whose logarithmic range is \(2\operatorname{arcsinh}\sqrt x\). The net loss is therefore \(S_0[(1+n)\operatorname{arccosh}\sqrt x-n\operatorname{arcsinh}\sqrt x]/x\). Since the arcsinh is the larger function, the loss falls. Its peak moves to \(x=2.03\), and the straight-path field drops by 12% to 2.6 kV/cm. With both processes in \(P\) and \(S\), the estimate with deflection rises instead, to 5.5 kV/cm.
- **Band shape.** For \(E(1+aE)=k^2/2m\) with a rough \(a=0.6\) per eV, and with the overlap of band states set to one, the zero-temperature peak moves to \(x=1.84\) and \(F_r\) rises by 5%.
- **Lifetime broadening.** At the peak \(\Gamma/\omega=0.086\), so the golden rule is reasonable there. It is less secure close to threshold, where the final energy is small.
- **Other electrons.** At \(10^{16}\) per cm³ their plasmon energy is 4.2 meV. Treated as a single plasmon mode of fixed energy, they give a loss of the same form as \(S=(\Delta\omega^2/v^2)\,2u\), with \(\Delta\omega^2\) replaced by \(\omega_p^2/\varepsilon_\infty\) and \(\omega\) by \(\omega_p\) in the logarithm. The prefactor ratio is 0.095. The logarithms are \(2\operatorname{arccosh}\sqrt{60.3/4.23}\simeq4.0\) and \(2u_*=1.54\), so the extra loss is about a quarter of the phonon loss. These numbers use \(\varepsilon_\infty\) for the electron gas. Its plasmon lies well below the phonon, so the lattice also screens it; with \(\varepsilon_0\) in place of \(\varepsilon_\infty\) in both \(\omega_p^2\) and \(\omega_p^2/\varepsilon_\infty\), the extra loss is nearer a fifth. Either value is a size only: recoil of the struck electrons, left out here, would lower it by a sixth to a fifth in a cold gas. A gas at 300 K also hands energy back and screens more weakly defined modes, and its net extra loss falls below a tenth of the zero-temperature phonon loss. The Fermi energy, 2.4 meV, is far below the 25 meV left after emission at the peak, so blocking of final states is minor.

In real channels of this kind the parabolic single-valley band is the assumption that fails first once electrons run away. Satellite valleys lie roughly 0.3 eV above the band bottom, and electrons that reach them can transfer into states of larger mass. Runaway in the lowest valley then leads to intervalley transfer, not to unlimited heating. Transferred-electron behaviour in such materials is known at fields of a few kV/cm, the same range as the values found here. That likeness does not confirm the model, whose own estimates run from 2.6 to 5.5 kV/cm and which omits impurity and acoustic-phonon scattering. Channel length also matters: at \(F_r\) an electron starting from rest needs \(0.30\ \text{V}/(2.9\ \text{kV/cm})\simeq1.0\) µm to gain 0.30 eV even without losses. In a much shorter channel at this uniform field, the field alone cannot lift it to the satellite valleys; at 300 K a few electrons still get there with the help of thermal energy and absorbed phonons.

All numerical values are calculated from the stated model.
